# Converging a self-consistent Landau-Pekar polaron and judging its energy: a program that tests the result

```python
"""Landau-Pekar polaron: the minimum of T - D is about -0.1085, in units of
alpha^2 * (phonon energy), where alpha is the Froehlich coupling.
  T = integral |grad phi|^2,  D = double integral rho rho' / |x - x'|
  phi = u / (sqrt(4 pi) x), integral u^2 dx = 1, rho = phi^2
  V = potential of rho;  -u'' - 2 V u = mu u;  (x V)'' = -u^2 / x
Length unit: a0 * kappa / (m/m0), with 1/kappa = 1/eps_inf - 1/eps_static.
The self-consistent grid solution is tested against shooting, a k-space sum,
the virial theorem and known potentials and levels.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import brentq


def make_grid(h, box):
    return h * np.arange(1, int(round(box / h)))


def poisson(x, h, u):
    """Potential V = w/x from -w'' = u^2/x, w(0) = 0, w(box) = 1."""
    bands = np.zeros((2, x.size))
    bands[0, 1:] = -1.0
    bands[1] = 2.0
    rhs = h**2 * u**2 / x
    rhs[-1] += 1.0
    return solveh_banded(bands, rhs) / x


def lowest_state(x, h, potential, ell=0):
    """Lowest level and normalized u of -u'' + [l(l+1)/x^2 + potential] u."""
    diagonal = 2 / h**2 + ell * (ell + 1) / x**2 + potential
    off = np.full(x.size - 1, -1 / h**2)
    level, vector = eigh_tridiagonal(diagonal, off, select='i',
                                     select_range=(0, 0))
    u = vector[:, 0]
    u = u * np.sign(u.sum()) / np.sqrt(h * np.sum(u**2))
    return level[0], u


def energy_parts(h, u, V):
    kinetic = np.sum(np.diff(np.concatenate(([0.0], u, [0.0])))**2) / h
    return kinetic, h * np.sum(u**2 * V)


BEST_GAUSSIAN = 2 / (9 * np.pi)


def self_consistent(h, box, beta=BEST_GAUSSIAN):
    """Undamped iteration from the orbital exp(-beta x^2 / 2)."""
    x = make_grid(h, box)
    u = x * np.exp(-beta * x**2 / 2)
    u /= np.sqrt(h * np.sum(u**2))
    V = poisson(x, h, u)
    T, D = energy_parts(h, u, V)
    history = [T - D]
    for _ in range(300):
        mu, u = lowest_state(x, h, -2 * V)
        V_new = poisson(x, h, u)
        change = np.max(np.abs(V_new - V))
        V = V_new
        T, D = energy_parts(h, u, V)
        history.append(T - D)
        if change < 1e-9:
            break
    assert change < 1e-9, "iteration did not converge"
    return dict(x=x, h=h, u=u, V=V, T=T, D=D, E=T - D, mu=mu,
                history=np.array(history))


# Poisson solver against the analytic potential of a 1s density
poisson_error = []
for h in (0.1, 0.05):
    x = make_grid(h, 40.0)
    u_1s = 2 * x * np.exp(-x)
    V_exact = 1 / x - np.exp(-2 * x) * (1 + 1 / x)
    difference = poisson(x, h, u_1s) - V_exact
    assert np.max(np.abs(difference)) < h**2 / 2
    poisson_error.append(difference[int(round(1 / h)) - 1])
predicted_error = 0.05**2 / 12 * 4 * np.exp(-2.0)   # h^2 u^2/(12 x^2), x = 1
assert abs(poisson_error[0] / poisson_error[1] - 4) < 0.2
assert abs(poisson_error[1] / predicted_error - 1) < 0.05

# Eigenvalue solver against hydrogen levels -1/n^2 (potential -2/x)
x = make_grid(0.05, 40.0)
assert abs(lowest_state(x, 0.05, -2 / x, 0)[0] + 1.0) < 2e-3
assert abs(lowest_state(x, 0.05, -2 / x, 1)[0] + 0.25) < 2e-3

# Self-consistent solutions on three grids, extrapolated in h^2
steps = (0.2, 0.1, 0.05)
runs = [self_consistent(h, 40.0) for h in steps]
fine = runs[-1]
limit = {key: (4 * runs[2][key] - runs[1][key]) / 3
         for key in ('E', 'T', 'D', 'mu')}
order_ratio = (runs[0]['E'] - runs[1]['E']) / (runs[1]['E'] - runs[2]['E'])
assert abs(order_ratio - 4) < 0.2
assert abs(limit['E'] + 0.1085) < 5e-5
assert abs(limit['D'] - 2 * limit['T']) < 1e-6
assert abs(limit['mu'] - 3 * limit['E']) < 1e-6
for run in runs:
    assert np.all(np.diff(run['history']) < 1e-11)   # rounding allowance
assert abs(fine['history'][0] + 1 / (3 * np.pi)) < 1e-4

# A much narrower starting orbital must reach the same energy
other_start = self_consistent(0.1, 40.0, beta=1.0)
assert abs(other_start['E'] - runs[1]['E']) < 1e-9

# Box radius
boxes = (10.0, 20.0)
box_shift = [self_consistent(0.1, b)['E'] - runs[1]['E'] for b in boxes]
assert abs(box_shift[1]) < 1e-5 and abs(box_shift[1]) < abs(box_shift[0])


# Shooting: lap f = -W f, lap W = -f^2, f(0) = 1, no self-consistency loop
def shooting_rhs(r, y):
    f, df, W, dW = y
    return [df, -W * f - 2 * df / r, dW, -f * f - 2 * dW / r]


def crosses_zero(r, y):
    return y[0]


def turns_upward(r, y):
    return y[1]


crosses_zero.terminal = True
turns_upward.terminal = True


def shoot(W0):
    r0 = 1e-3
    start = [1 - W0 * r0**2 / 6, -W0 * r0 / 3, W0 - r0**2 / 6, -r0 / 3]
    return solve_ivp(shooting_rhs, (r0, 80.0), start, method='DOP853',
                     rtol=1e-11, atol=1e-14,
                     events=(crosses_zero, turns_upward))


low, high = 0.5, 1.5
assert shoot(low).t_events[1].size and shoot(high).t_events[0].size
for _ in range(50):
    middle = (low + high) / 2
    if shoot(middle).t_events[0].size:
        high = middle
    else:
        low = middle
path = shoot(low)
r_end = path.t[-2]
f_end, df_end, W_end, dW_end = path.y[:, -2]
charge = -r_end**2 * dW_end / 2
mu_shoot = (W_end + r_end * dW_end) / charge**2
assert abs(mu_shoot - limit['mu']) < 1e-6
assert abs(mu_shoot / 3 - limit['E']) < 3e-7

# Froehlich k-sum for the phonon energy against alpha^2 D (hbar = m = omega = 1)
alpha_test = 5.0
k = np.arange(0, 10.0, 0.05) * np.sqrt(2) * alpha_test
phase = np.outer(k / (np.sqrt(2) * alpha_test), fine['x'])
rho_k = fine['h'] * (np.sinc(phase / np.pi) @ fine['u']**2)
k_integral = (k[1] - k[0]) * (np.sum(rho_k**2) - rho_k[0]**2 / 2)
k_sum = 4 * np.pi * alpha_test / np.sqrt(2) / (2 * np.pi**2) * k_integral
assert abs(k_sum / (alpha_test**2 * fine['D']) - 1) < 2e-4

# Moving-frame coherent state: sum |V_k|^2/(1 + k^2/2) must equal alpha
moving_frame = (4 * np.pi / np.sqrt(2) / (2 * np.pi**2)
                * quad(lambda q: 1 / (1 + q**2 / 2), 0, np.inf)[0])
assert abs(moving_frame - 1) < 1e-8
alpha_cross = moving_frame / abs(limit['E'])

# Size, first p level in the frozen well, and field that opens the well
rms = np.sqrt(fine['h'] * np.sum(fine['u']**2 * fine['x']**2))
mu_p, _ = lowest_state(fine['x'], fine['h'], -2 * fine['V'], 1)
gap_sp = mu_p - fine['mu']
assert gap_sp > 0
outer = fine['x'] > 4


def barrier_above_level(G):
    slope = -2 * fine['V'][outer] - G * fine['x'][outer]
    return np.max(slope) - fine['mu']


G_open = brentq(barrier_above_level, 0.005, 0.03)
assert abs(G_open / (fine['mu']**2 / 8) - 1) < 0.02

# Example: rough values in the regime of hafnia
eps_inf, eps_static, mass, phonon_eV = 4.5, 20.0, 1.0, 0.07
lattice_nm, temperature, field_MV_cm = 0.5, 358.0, 1.0


def coupling(eps_high):
    inv_kappa = 1 / eps_high - 1 / eps_static
    return (const.e**2 * inv_kappa / (4 * np.pi * const.epsilon_0 * const.hbar)
            * np.sqrt(mass * const.m_e / (2 * phonon_eV * const.e)))


inv_kappa = 1 / eps_inf - 1 / eps_static
alpha = coupling(eps_inf)
unit_eV = alpha**2 * phonon_eV
rydberg_eV = const.value('Rydberg constant times hc in eV')
assert abs(unit_eV / (rydberg_eV * mass * inv_kappa**2) - 1) < 1e-7
bohr_nm = const.value('Bohr radius') * 1e9
length_nm = bohr_nm / (inv_kappa * mass)
oscillator_nm = 1e9 * const.hbar / np.sqrt(mass * const.m_e
                                         * phonon_eV * const.e)
assert abs(oscillator_nm / (np.sqrt(2) * alpha) / length_nm - 1) < 1e-7

E_eV = limit['E'] * unit_eV
bound_eV = -moving_frame * alpha * phonon_eV
rms_nm = rms * length_nm
kT_eV = const.k * temperature / const.e
occupation = 1 / np.expm1(phonon_eV / kT_eV)
open_MV_cm = 10 * G_open * unit_eV / length_nm        # 1 V/nm = 10 MV/cm
field_drop_eV = field_MV_cm / 10 * rms_nm
overlap_cm3 = 3 / (4 * np.pi * (rms_nm * 1e-7)**3)
E_other_eps = limit['E'] * coupling(5.0)**2 * phonon_eV
mass_cross = mass * (alpha_cross / alpha)**2
rms_cross_nm = rms_nm * mass / mass_cross
assert bound_eV < E_eV                  # strong coupling is not reached
assert rms_cross_nm < lattice_nm        # continuum fails where it would be

print("Energies below in alpha^2*hbar*omega unless a unit is given")
for n in (0, 1, 2, 3, 4, 6, 8):
    if n < fine['history'].size:
        print(f"E after cycle {n} (h=0.05): {fine['history'][n]:.8f}")
print(f"cycles to converge (h=0.05): {fine['history'].size - 1}")
for h, run in zip(steps, runs):
    print(f"E at h={h}: {run['E']:.8f}")
print(f"ratio of successive grid changes: {order_ratio:.3f}")
print(f"E extrapolated to h=0: {limit['E']:.7f}")
print(f"T extrapolated: {limit['T']:.7f}")
print(f"D extrapolated: {limit['D']:.7f}")
print(f"mu extrapolated: {limit['mu']:.7f}")
print(f"best Gaussian, -1/(3 pi): {-1 / (3 * np.pi):.7f}")
for b, shift in zip(boxes, box_shift):
    print(f"E shift, box {b:.0f} against 40 (h=0.1): {shift:.2e}")
print(f"Poisson error in V, 1s density, x=1, h=0.05: {poisson_error[1]:.3e}")
print(f"predicted Poisson error: {predicted_error:.3e}")
print(f"shooting W(0): {low:.7f}")
print(f"shooting charge N: {charge:.6f}")
print(f"shooting E = mu/3: {mu_shoot / 3:.7f}")
print(f"rms radius (scaled length): {rms:.4f}")
print(f"frozen-well s-p gap: {gap_sp:.4f}")
print(f"alpha where the two bounds cross: {alpha_cross:.3f}")
print(f"input eps_inf, eps_static: {eps_inf}, {eps_static}")
print(f"input mass: {mass} m0; phonon energy: {phonon_eV} eV")
print(f"input lattice constant: {lattice_nm} nm")
print(f"input temperature: {temperature} K; field: {field_MV_cm} MV/cm")
print(f"kappa: {1 / inv_kappa:.4f}")
print(f"alpha: {alpha:.4f}")
print(f"energy unit alpha^2*hbar*omega: {unit_eV:.4f} eV")
print(f"length unit: {length_nm:.4f} nm")
print(f"Landau-Pekar energy: {E_eV:.5f} eV")
print(f"Landau-Pekar energy / phonon energy: {E_eV / phonon_eV:.4f}")
print(f"moving-frame bound -alpha*hbar*omega: {bound_eV:.4f} eV")
print(f"rms radius: {rms_nm:.3f} nm")
print(f"s-p gap: {gap_sp * unit_eV:.4f} eV")
print(f"thermal energy kT: {kT_eV:.4f} eV")
print(f"phonon occupation: {occupation:.4f}")
print(f"field that opens the frozen well: {open_MV_cm:.3f} MV/cm")
print(f"potential drop over rms radius: {field_drop_eV:.4f} eV")
print(f"frozen-well level mu: {limit['mu'] * unit_eV:.4f} eV")
print(f"overlap density: {overlap_cm3:.2e} cm^-3")
print(f"Landau-Pekar energy with eps_inf=5.0: {E_other_eps:.5f} eV")
print(f"mass for crossing alpha: {mass_cross:.2f} m0")
print(f"rms radius at that mass: {rms_cross_nm:.4f} nm")
print("success")
```

Printed output:

```
Energies below in alpha^2*hbar*omega unless a unit is given
E after cycle 0 (h=0.05): -0.10611033
E after cycle 1 (h=0.05): -0.10844881
E after cycle 2 (h=0.05): -0.10849807
E after cycle 3 (h=0.05): -0.10851306
E after cycle 4 (h=0.05): -0.10851830
E after cycle 6 (h=0.05): -0.10852077
E after cycle 8 (h=0.05): -0.10852107
cycles to converge (h=0.05): 31
E at h=0.2: -0.10864618
E at h=0.1: -0.10854604
E at h=0.05: -0.10852111
ratio of successive grid changes: 4.016
E extrapolated to h=0: -0.1085128
T extrapolated: 0.1085128
D extrapolated: 0.2170256
mu extrapolated: -0.3255384
best Gaussian, -1/(3 pi): -0.1061033
E shift, box 10 against 40 (h=0.1): 4.94e-03
E shift, box 20 against 40 (h=0.1): 1.04e-06
Poisson error in V, 1s density, x=1, h=0.05: 1.124e-04
predicted Poisson error: 1.128e-04
shooting W(0): 0.9185798
shooting charge N: 1.734128
shooting E = mu/3: -0.1085128
rms radius (scaled length): 4.6346
frozen-well s-p gap: 0.1352
alpha where the two bounds cross: 9.216
input eps_inf, eps_static: 4.5, 20.0
input mass: 1.0 m0; phonon energy: 0.07 eV
input lattice constant: 0.5 nm
input temperature: 358.0 K; field: 1.0 MV/cm
kappa: 5.8065
alpha: 2.4010
energy unit alpha^2*hbar*omega: 0.4036 eV
length unit: 0.3073 nm
Landau-Pekar energy: -0.04379 eV
Landau-Pekar energy / phonon energy: -0.6256
moving-frame bound -alpha*hbar*omega: -0.1681 eV
rms radius: 1.424 nm
s-p gap: 0.0546 eV
thermal energy kT: 0.0309 eV
phonon occupation: 0.1153
field that opens the frozen well: 0.174 MV/cm
potential drop over rms radius: 0.1424 eV
frozen-well level mu: -0.1314 eV
overlap density: 8.27e+19 cm^-3
Landau-Pekar energy with eps_inf=5.0: -0.03322 eV
mass for crossing alpha: 14.73 m0
rms radius at that mass: 0.0967 nm
success
```
